Chern numbers of non-Hermitian bands and the vorticity of exceptional points

Let H(k) be an N×N Bloch matrix, smooth in k = (k_x,k_y) and periodic over the Brillouin zone, but not necessarily Hermitian. Wavevectors are measured in 1/a, with a the lattice constant, so the zone is the square 0 ≤ k_x,k_y ≤ 2π with opposite edges identified: a torus. The symbol ∂_j means ∂/∂k_j. A band has right and left eigenvectors,

H|R⟩ = E|R⟩,  H†|L⟩ = E*|L⟩, or equivalently ⟨L|H = E⟨L|.

The band is called separable here if (i) E(k) is a simple eigenvalue, different from all others at the same k, and (ii) E(k) is a single-valued continuous function on the torus. For α,β ∈ {L,R} define

A_j^{αβ} = i⟨α|∂_jβ⟩/⟨α|β⟩,
B^{αβ} = ∂_xA_y^{αβ} − ∂_yA_x^{αβ},
C^{αβ} = (1/2π)∫B^{αβ} d²k.

**(a) Show that the denominators do not vanish for a separable band. Is condition (ii) implied by condition (i)?**

The norms ⟨R|R⟩ and ⟨L|L⟩ are positive. Suppose ⟨L|R⟩ = 0. The range of H−E is the orthogonal complement of the kernel of H†−E*, and this kernel is spanned by |L⟩. Then |R⟩ lies in the range, so some |v⟩ satisfies (H−E)|v⟩ = |R⟩. It follows that (H−E)²|v⟩ = 0 while (H−E)|v⟩ ≠ 0, so E is at least a double root of the characteristic polynomial. This contradicts (i), hence ⟨L|R⟩ ≠ 0.

The matrix |R⟩⟨L|/⟨L|R⟩ is the spectral projector of E. It equals (1/2πi)∮(z−H)⁻¹dz on a small circle around E, which shows that it is smooth in k. Applying it, or its adjoint, to a fixed vector gives locally smooth choices of |R⟩ and |L⟩.

Condition (ii) is independent. The matrix with rows (0, 1) and (exp(ik_x), 0) has

E_± = ±exp(ik_x/2).

The two eigenvalues are never closer than 2, yet they change places when k_x advances by 2π. Neither is a band on the torus by itself, so a Chern number cannot be assigned to one of them.

**(b) How do the connections respond to rescaling the eigenvectors? Write the curvature in a form free of this choice.**

Eigenvectors are fixed up to nonzero complex factors. A factor in |α⟩ multiplies numerator and denominator of A^{αβ} alike and cancels. For |β⟩ → c(k)|β⟩,

A_j → i⟨α|(c∂_jβ + β∂_jc)⟩/(c⟨α|β⟩) = A_j + i∂_j ln c.

The curl of the added gradient vanishes, so B^{αβ} is unchanged. No normalization is needed.

Write N = ⟨α|β⟩, P = |β⟩⟨α|/N and Q = 1−P. Then P² = P. Differentiation gives

∂_xA_y = (i/N)[⟨∂_xα|∂_yβ⟩ + ⟨α|∂_x∂_yβ⟩] − (i/N²)⟨α|∂_yβ⟩[⟨∂_xα|β⟩ + ⟨α|∂_xβ⟩].

On subtracting the expression with x and y exchanged, the second derivatives cancel, and so does the symmetric product ⟨α|∂_yβ⟩⟨α|∂_xβ⟩. Since ⟨∂_xα|β⟩⟨α|∂_yβ⟩/N = ⟨∂_xα|P|∂_yβ⟩, what remains is

B^{αβ} = (i/N)[⟨∂_xα|Q|∂_yβ⟩ − ⟨∂_yα|Q|∂_xβ⟩].

Differentiating P|β⟩ = |β⟩ and ⟨α|P = ⟨α| gives (∂_yP)|β⟩ = Q|∂_yβ⟩ and ⟨α|(∂_xP) = ⟨∂_xα|Q. With Q² = Q this yields

B^{αβ} = i Tr(P^{αβ}[∂_xP^{αβ},∂_yP^{αβ}]).

All four projectors are smooth and periodic, hence so are the curvatures. P^{RR} and P^{LL} are orthogonal projectors. P^{LR} is the spectral projector of part (a), in general oblique, and P^{RL} is its adjoint.

**(c) Show that C^{RR} is an integer.**

First, a smooth nonvanishing |R⟩ exists on the cut-open square. With P = P^{RR}, solve

∂_j|R⟩ = [∂_jP,P]|R⟩

along the bottom edge with j = x, then up each vertical line with j = y. This linear equation has smooth solutions that cannot reach zero. They also stay in the band. Indeed, P² = P implies P(∂_jP)P = 0, so |u⟩ = (1−P)|R⟩ obeys

∂_j|u⟩ = −(∂_jP)|R⟩ + (∂_jP)P|R⟩ = −(∂_jP)|u⟩,

and |u⟩ = 0 at the start remains zero.

By periodicity and condition (ii), vectors on opposite edges belong to the same eigenvalue. They are therefore proportional:

R(2π,k_y) = c₁(k_y)R(0,k_y),  R(k_x,2π) = c₂(k_x)R(k_x,0).

Stokes' theorem and the rule of part (b) give

∫B^{RR}d²k = ∫[A_y(2π,k_y)−A_y(0,k_y)]dk_y − ∫[A_x(k_x,2π)−A_x(k_x,0)]dk_x
= i[ln c₁(2π)−ln c₁(0)−ln c₂(2π)+ln c₂(0)],

where the logarithms are followed continuously. Reaching the corner (2π,2π) by the two routes requires

c₁(2π)c₂(0) = c₂(2π)c₁(0).

The exponential of the bracket is thus 1, and the bracket equals 2πis with integer s. Hence ∫B^{RR}d²k = −2πs and C^{RR} = −s.

**(d) How are the four Chern numbers related?**

A^{LR} and A^{RR} contain the same ket, so they change by the same gradient under its rescaling. Their difference is

a_j = A_j^{LR} − A_j^{RR} = i⟨χ|∂_jR⟩,
⟨χ| = ⟨L|/⟨L|R⟩ − ⟨R|/⟨R|R⟩,  ⟨χ|R⟩ = 1−1 = 0.

To see that a_j is defined on the whole torus, note that P^{LR}−P^{RR} = |R⟩⟨χ|. Therefore

i Tr[(P^{LR}−P^{RR})∂_jP^{RR}] = i⟨χ|(∂_jP^{RR})|R⟩ = i⟨χ|(1−P^{RR})|∂_jR⟩ = a_j.

The last equality uses ⟨χ|P^{RR} = 0. The left side involves projectors alone, so a_j is smooth and periodic. Then

∫(B^{LR}−B^{RR})d²k = ∫(∂_xa_y−∂_ya_x)d²k = 0,

because each derivative integrates to a difference between identified edges. Thus C^{LR} = C^{RR}. The integrand itself need not vanish: a_j is periodic but generally not curl-free. Exchanging the names L and R in this argument gives C^{RL} = C^{LL}.

The two pairs are connected by complex conjugation. From ⟨∂_jL|R⟩ = ∂_j⟨L|R⟩−⟨L|∂_jR⟩,

(A_j^{RL})* = −i⟨∂_jL|R⟩/⟨L|R⟩ = A_j^{LR} − i∂_j ln⟨L|R⟩.

Taking the curl gives B^{RL} = (B^{LR})*, so C^{RL} = (C^{LR})*. But C^{LR} = C^{RR} is an integer and hence real. Therefore

C^{LL} = C^{RL} = C^{LR} = C^{RR}.

The mixed curvature may be complex at each k, but its imaginary part integrates to zero. If H is Hermitian, |L⟩ is proportional to |R⟩, and the curvatures coincide point by point.

**(e) For H = d·σ with a complex vector d(k), find the curvatures of the band with Re E > 0 and evaluate an example.**

Since H² = d·d, the eigenvalues are ±E with E = √(d·d). Put n = d/E, so n·n = 1 without complex conjugation. The spectral projector of the upper band is P^{LR} = (1+n·σ)/2. Using

[∂_xn·σ,∂_yn·σ] = 2i(∂_xn×∂_yn)·σ

and Tr(σ_iσ_j) = 2δ_ij, part (b) gives i·(1/8)·2i·2 = −1/2 as prefactor:

B^{LR} = −½ n·(∂_xn×∂_yn) = −½ d·(∂_xd×∂_yd)/E³.

Derivatives of 1/E in n produce terms parallel to d, which drop out of the triple product.

For RR and LL, write n = p+iq with real p and q. From n·n = 1 follow p²−q² = 1 and p·q = 0. The product P^{LR}(P^{LR})† is proportional to |R⟩⟨R|, and

P^{LR}(P^{LR})† = ¼[1+n·n* + (n+n*+i n×n*)·σ] = ½[p² + (p+p×q)·σ],

because n·n* = p²+q² = 2p²−1 and n×n* = −2i p×q. Dividing by the trace p² gives P^{RR} = (1+s_R·σ)/2. The opposite order of the factors gives the left vector. Thus

s_R = (p+p×q)/p²,  s_L = (p−p×q)/p²,
B^{RR} = −½ s_R·(∂_xs_R×∂_ys_R),

and likewise for LL. These real unit vectors are the spin directions of the right and left states. They differ by 2p×q/p², which is why their local curvatures can differ.

Their equal Chern numbers can also be seen directly. The vector p+λp×q has squared length p²(1+λ²q²) > 0. After normalization, letting λ run from −1 to 1 deforms s_L continuously into s_R. The integer number of times the direction covers the sphere cannot change on the way.

As an example take, in units of a hopping energy t,

d = (sin k_x+iγ_x, sin k_y+iγ_y, m−cos k_x−cos k_y+iγ_z),
m = 1, γ = (0.4,0.2,0.3).

With X = cos k_x and Y = cos k_y, the real part of d satisfies

|Re d|² = 3+2XY−2X−2Y = 1+2(1−X)(1−Y) ≥ 1.

Since |γ|² = 0.16+0.04+0.09 = 0.29, Re(d·d) ≥ 0.71 throughout the zone. The root with Re E > 0 is therefore single-valued and separated from −E. The real gap 2Re E is at least 2√0.71 ≈ 1.685, in agreement with the smallest grid value, 1.6852 t.

At k = (π/4,π/2),

d = (0.7071+0.4i, 1+0.2i, 0.2929+0.3i),
d·d = 1.2958+1.1414i,  E = 1.2294+0.4642i.

Here ∂_xd = (0.7071,0,0.7071) and ∂_yd = (0,0,1), whose cross product is (0,−0.7071,0). With E³ = 1.063+2.005i,

B^{LR} = (0.3536+0.0707i)/(1.063+2.005i) = 0.1005−0.1231i,

in units of a². At the same point B^{RR} = 0.1395 a² and B^{LL} = 0.1611 a². At k = (π,π/4) the contrast is stronger: B^{RR} = 0.0050 a², B^{LL} = 0.1184 a² and B^{LR} = (0.0547−0.0374i) a².

Integration over the zone nevertheless gives +1 for all four Chern numbers. For m = 3 and the same γ, all four vanish within numerical accuracy. The curl ∂_xa_y−∂_ya_x of part (d), and its counterpart with L and R exchanged, reproduce the curvature differences at every grid point for m = 1, with a largest error of 5.3×10⁻¹² a².

The equality is not special to two bands. To the model with m = 1 and the same γ, add a third orbital of energy 6−0.5i with couplings

H₁₃ = 0.8+0.4exp(ik_x),  H₃₁ = 0.3+0.5exp(−ik_y),
H₂₃ = 0.5exp(ik_y),  H₃₂ = 0.7i+0.2exp(−ik_x),

all in units of t. The bands, ordered by Re E, then have Chern numbers −1, +1 and 0, each the same in all four definitions.

**(f) Define a winding number for a pair of complex eigenvalues. When is it quantized?**

Let Γ be an oriented closed path on which E_m ≠ E_n, and follow both eigenvalues continuously. Their vorticity is

ν_mn(Γ) = −(1/2π)∮_Γ ∇_k arg(E_m−E_n)·dk.

Exchanging m and n adds the constant π to the argument, so ν_mn = ν_nm. A Hermitian matrix has a real difference that cannot change sign without vanishing, so ν = 0.

Suppose that after one circuit the pair returns to itself, possibly with its members exchanged. Then D = (E_m−E_n)² returns to its initial value, and its phase winds by 2πw with integer w. Since arg D = 2arg(E_m−E_n) up to multiples of 2π,

ν_mn = −w/2.

The difference E_m−E_n is multiplied by exp(iπw) = (−1)^w. A half-integer vorticity therefore means exchange, and an integer one means return. If a third eigenvalue takes part in the permutation, D need not return after one circuit, and this argument does not apply.

For two bands, D is a smooth function of k. If it has no zero inside a contractible loop, the loop can be shrunk to a point and w = 0. A nonzero vorticity on such a loop thus reveals an enclosed degeneracy. A non-contractible loop carries no such implication. In the example of part (a), E_+−E_− = 2exp(ik_x/2) gains phase π, so ν = −1/2 with no degeneracy anywhere.

**(g) Find the vorticity at a simple zero of D for two bands, and apply the result to m = 2, γ = (g,0,0) with 0 < g < 2.**

For H = d·σ, D = 4d·d. Call a zero simple if

J = (∂_xRe D)(∂_yIm D) − (∂_yRe D)(∂_xIm D) ≠ 0.

Because ∂_jD = 8d·∂_jd, this requires d ≠ 0. At the zero H² = 0 but H ≠ 0, so the two eigenvalues coincide and there is one eigenvector direction. This is an exceptional point. Nearby, D is a nonsingular linear function of the displacement, which preserves orientation for J > 0 and reverses it for J < 0. On a small counterclockwise circle w = sgn J, and

ν = −½ sgn J.

In the stated model Im(d·d) = 2g sin k_x, so zeros require k_x = 0 or π. On k_x = π, Re(d·d) = 10−6cos k_y−g² ≥ 4−g² > 0. On k_x = 0,

d·d = sin²k_y+(1−cos k_y)²−g² = 4sin²(k_y/2)−g².

There are two exceptional points, at k_y = ±2arcsin(g/2). There ∂_xD = 8ig and ∂_yD = 8sin k_y, so J = −64g sin k_y. The upper point has ν = +1/2 and the lower one ν = −1/2.

For g = 0.5 they lie at k_y = ±0.5054/a. Following the eigenvalues on circles of radius 0.2/a gives these values and an exchange in each case. Two turns around the upper point give ν = +1 and restore the eigenvalues. A circle of radius 1/a enclosing both points gives zero and no exchange.

This cancellation holds on the torus whenever D is periodic and has isolated zeros. Remove small discs around them and cut the torus open. The phase changes of D along opposite outer edges cancel, so the windings around the discs add to zero, and so do the vorticities.

**(h) How do the eigenvectors behave near an exceptional point, and what becomes of the Chern number?**

The splitting is |D|^{1/2}. At distance δ from the upper point along k_x, D ≈ 8igδ, which for g = 0.5 gives a splitting 2√δ. This is 0.020 t at δ = 10⁻⁴/a and 0.0020 t at 10⁻⁶/a, as found numerically.

The normalized overlap follows from Tr[P^{LR}(P^{LR})†] = p²:

|⟨L|R⟩|/√(⟨L|L⟩⟨R|R⟩) = 1/|p|.

Now p² = (1+|d|²/|E|²)/2, so close to the point the overlap is approximately √2|E|/|d|. At the exceptional point Re(d·d) = 0 makes the squared real and imaginary parts of d equal to g² each, so |d| = √2 g and the overlap approaches |E|/g. With |E| = √δ and g = 0.5 this is again 2√δ, and the numerical values are 0.020 and 0.0020.

The denominator of A^{LR} thus goes to zero for normalized vectors. The eigenvalues also exchange around the point, so neither branch is a single-valued band. Both conditions of separability fail, and the proof in parts (c) and (d) no longer applies. The vorticity does not replace the lost Chern number: it records the phase of an eigenvalue difference on a loop, whereas the Chern number records the twisting of eigenvectors over the whole zone.

For m = 1 this failure is excluded while |γ| < 1, since then Re(d·d) ≥ 1−|γ|² > 0. Turning γ continuously to zero keeps the band separable, so its integer Chern number keeps the Hermitian value although the four local curvatures separate as γ grows from zero. The spin directions at the two sample points of part (e) and further numerical results are in the numerical output.

Computed results

```
grid: 128 x 128 points
separable model: m = 1.0 t, gamma = (0.4, 0.2, 0.3) t
smallest real energy gap = 1.6852 t
k = (0.250, 0.500) pi/a, upper band
  E = 1.22935+0.46424j t
  B_LL = +0.16108 -0.00000 i  a^2
  B_LR = +0.10052 -0.12305 i  a^2
  B_RL = +0.10052 +0.12305 i  a^2
  B_RR = +0.13949 -0.00000 i  a^2
  Bloch vector R = (+0.7197, +0.6813, +0.1337)
  Bloch vector L = (+0.4516, +0.7867, +0.4208)
k = (1.000, 0.250) pi/a, upper band
  E = 1.42135+0.37238j t
  B_LL = +0.11837 -0.00000 i  a^2
  B_LR = +0.05468 -0.03738 i  a^2
  B_RL = +0.05468 +0.03738 i  a^2
  B_RR = +0.00495 -0.00000 i  a^2
  Bloch vector R = (+0.0444, +0.6911, +0.7214)
  Bloch vector L = (+0.0846, +0.2434, +0.9662)
max |B_LR - B_RR| = 0.4163 a^2
max |B_LL - B_RR| = 0.2797 a^2
max |Im B_LR| = 0.4088 a^2
C_LL: m=1.0: +1.00000000; m=3.0: +0.00000000
C_LR: m=1.0: +1.00000000; m=3.0: -0.00000000
C_RL: m=1.0: +1.00000000; m=3.0: +0.00000000
C_RR: m=1.0: +1.00000000; m=3.0: +0.00000000
largest |Im C| = 8.7e-17
one-form curl error = 5.3e-12 a^2
finite-difference curvature error = 1.6e-06 a^2
Hermitian-limit curvature spread = 0.0e+00 a^2
three-band model: smallest real gap = 1.6152 t
  band 1: C_LL, C_LR, C_RL, C_RR = -1.000000, -1.000000, -1.000000, -1.000000
  band 2: C_LL, C_LR, C_RL, C_RR = +1.000000, +1.000000, +1.000000, +1.000000
  band 3: C_LL, C_LR, C_RL, C_RR = +0.000000, +0.000000, +0.000000, +0.000000
EP model: m = 2.0 t, g = 0.5 t, EPs at kx=0, ky=+/-0.50536/a
loop radii: small 0.2/a, around both 1.0/a
  upper EP: vorticity = +0.5000, exchange = True
  lower EP: vorticity = -0.5000, exchange = True
  both EPs: vorticity = -0.0000, exchange = False
  no EP: vorticity = +0.0000, exchange = False
  upper EP, two turns: vorticity = +1.0000, exchange = False
  distance 1e-04/a: |splitting| 0.020000 t, overlap 0.019998
  distance 1e-06/a: |splitting| 0.002000 t, overlap 0.002000
vortices in zone = 2, total vorticity = 0.0
permuting bands: smallest |splitting| = 2.0000 t
  loop vorticity = -0.5000, exchange = True
```
